**Contraction error of the decoupled Dirac matrix for one-electron mercury**

The program decouples the Dirac matrix in 33 primitive s Gaussians and contracts the two-component matrix \(h\) to the nonrelativistic 1s vector \(c\). The error is \(\Delta E=\sum_k|\langle k|c\rangle|^2(E_k-E_0)\), where \(E_k\) and \(|k\rangle\) are the eigenvalues and eigenvectors of \(h\). For Hg\(^{79+}\) with a point nucleus it is 5678 eV, or 208.7 hartree, above the uncontracted result. The program asserts agreement of sample Gaussian integrals with quadrature, of the ground states with closed forms, and of the contracted energy with both the spectral sum and an independent Eriksen transformation. It also asserts stability under a change of basis and the closed form obtained when the Dirac matrix is contracted before decoupling. With \(a=Z\alpha\), the weak-field coefficient \(K\) of \(mc^2a^5\) is 0.11536 both from its momentum integral and from matrix results at six small charges, extrapolated after removal of the term \(\tfrac14a\ln(1/a)\) from \(\Delta E/(mc^2a^5)\). The remaining output sizes nuclear, QED, recoil and screening effects, and shows that three released primitives reduce the error to 538 eV.

## Numerical check

```python
"""
Result under test: for a one-electron ion, the exactly decoupled (X2C) matrix h
in primitive s Gaussians, contracted to the nonrelativistic 1s vector c, lies
above its own lowest eigenvalue E_0 by
    dE = sum_k |<k|c>|^2 (E_k - E_0) >= 0,
and for small a = Z*alpha
    dE/(m c^2) = K a^5 + (1/4) a^6 ln(1/a) + O(a^6),
    K = (8/pi) Int_0^inf dq D(q)^2/(eps+1),  eps = sqrt(1+q^2), q = p/(m c),
    D = 1/((eps+1)*(1+sqrt(2 eps/(eps+1)))).
D is the difference of the X2C and Schroedinger momentum tails per unit of
-V(p) phi(0)/(m c^2).
Symbols: S overlap, T kinetic, V nuclear attraction, W = <sp V sp>/(4 m^2 c^2)
with sp = sigma.p; E excludes the rest energy. Energies in eV, lengths in pm.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh, solve_triangular
from scipy.special import erf

mc2 = sc.m_e * sc.c**2 / sc.e
hc = sc.hbar * sc.c / sc.e * 1e12
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e12
alpha = coulomb / hc
a0 = hc**2 / (mc2 * coulomb)
hartree = coulomb / a0
T_MIN = 0.015          # smallest exponent in units of (Z/a0)^2


def exponents(Z, ratio, n):
    return T_MIN * ratio ** np.arange(n) * (Z / a0) ** 2


def primitive_matrices(Z, zeta, rms):
    """Normalized s Gaussians; rms = 0 is a point nucleus, else Gaussian charge."""
    nu = np.inf if rms == 0 else 1.5 / rms**2
    norm = (2 * zeta / np.pi) ** 0.75
    N = np.outer(norm, norm)
    ab = np.outer(zeta, zeta)
    p = zeta[:, None] + zeta[None, :]
    g = 1 / np.sqrt(1 + p / nu)
    S = N * (np.pi / p) ** 1.5
    T = N * 3 * hc**2 / mc2 * ab * np.pi**1.5 / p**2.5
    V = -N * Z * coulomb * 2 * np.pi * g / p
    W = (-N * Z * coulomb * (hc / mc2) ** 2 * ab * 2 * np.pi * g
         * (1 / p**2 + 1 / (2 * p * (p + nu))))
    return S, T, V, W


def solve_ion(Z, ratio=2.0, n=33, rms=0.0):
    zeta = exponents(Z, ratio, n)
    S, T, V, W = primitive_matrices(Z, zeta, rms)
    one = np.eye(n)
    chol_S = np.linalg.cholesky(S)
    chol_T = np.linalg.cholesky(T)
    inv_S = solve_triangular(chol_S, one, lower=True)
    inv_T = solve_triangular(chol_T, one, lower=True)
    root_T = inv_S @ chol_T
    Pi = np.sqrt(2 * mc2) * root_T
    kin = root_T @ root_T.T
    pot = inv_S @ V @ inv_S.T
    pot = (pot + pot.T) / 2
    low = 2 * mc2 * inv_T @ W @ inv_T.T
    low = (low + low.T) / 2 - 2 * mc2 * one
    dirac = np.block([[pot, Pi], [Pi.T, low]])
    e_nr, v_nr = eigh(kin + pot)
    c = v_nr[:, 0]
    e, v = eigh(dirac)
    assert e[n - 1] < -mc2 < e[n]
    A, B, E = v[:n, n:], v[n:, n:], e[n:]
    left, _, right = np.linalg.svd(A)
    weights = ((left @ right).T @ c) ** 2
    return dict(zeta=zeta, chol_S=chol_S, pot=pot, kin=kin, Pi=Pi, low=low,
                W=inv_S @ W @ inv_S.T, dirac=dirac, c=c, e_nr=e_nr[0],
                A=A, B=B, E=E, weights=weights,
                dE=float(np.sum(weights * (E - E[0]))))


def inverse_root(M):
    e, v = eigh((M + M.T) / 2)
    return (v / np.sqrt(e)) @ v.T


Z = 80
a = Z * alpha
rms = 5.5e-3           # pm, rough radius of a mercury nucleus

# Gaussian integrals against radial quadrature, with an extended nucleus
zt = exponents(Z, 2.0, 33)
mats = primitive_matrices(Z, zt, rms)
i, j = 22, 24
za, zb = zt[i], zt[j]
scale = 1 / np.sqrt(za + zb)
nn = (4 * za * zb / np.pi**2) ** 0.75


def radial(f):
    def integrand(x):
        r = x * scale
        return 4 * np.pi * r**2 * nn * np.exp(-x**2) * f(r) * scale
    return quad(integrand, 0, 9, epsabs=0, epsrel=1e-11, limit=200)[0]


def v_nuc(r):
    return -Z * coulomb * erf(np.sqrt(1.5) * r / rms) / r


def grad2(r):
    return 4 * za * zb * r**2


direct = [radial(lambda r: 1.0),
          radial(lambda r: hc**2 / (2 * mc2) * grad2(r)),
          radial(v_nuc),
          radial(lambda r: (hc / (2 * mc2)) ** 2 * grad2(r) * v_nuc(r))]
for value, matrix in zip(direct, mats):
    assert abs(value / matrix[i, j] - 1) < 1e-8

# Mercury: uncontracted result and closed-form references
hg = solve_ion(Z)
n = len(hg["c"])
c, E0, dE = hg["c"], hg["E"][0], hg["dE"]
nr_exact = -Z**2 * hartree / 2
dirac_exact = mc2 * (np.sqrt(1 - a**2) - 1)
assert abs(hg["e_nr"] / nr_exact - 1) < 2e-5
assert abs(E0 - dirac_exact) < 5.0      # finite basis at a singular origin

# Explicit X2C matrix, then contraction
X = np.linalg.solve(hg["A"].T, hg["B"].T).T
R = inverse_root(np.eye(n) + X.T @ X)
PX = hg["Pi"] @ X
h = R @ (hg["pot"] + PX + PX.T + X.T @ hg["low"] @ X) @ R
h = (h + h.T) / 2
E_contracted = c @ h @ c
assert abs(eigh(h, eigvals_only=True)[0] - E0) < 0.05
assert abs(E_contracted - E0 - dE) < 0.05   # rounding of large matrix entries
assert dE > 0

# Eriksen transformation from a Newton sign iteration, without eigenvectors of D
sign = (hg["dirac"] + mc2 * np.eye(2 * n)) / mc2
for _ in range(60):
    sign = (sign + np.linalg.inv(sign)) / 2
beta = np.diag(np.r_[np.ones(n), -np.ones(n)])
bs = beta @ sign
U = (np.eye(2 * n) + bs) @ inverse_root(2 * np.eye(2 * n) + bs + bs.T)
h_eriksen = (U @ hg["dirac"] @ U.T)[:n, :n]
E_eriksen = c @ h_eriksen @ c
assert abs(E_eriksen - E_contracted) < 0.1

# Another basis over the same exponent range
other = solve_ion(Z, ratio=2.2, n=29)
assert abs(other["dE"] / dE - 1) < 3e-3

# Contracting the Dirac matrix first: one large and one small function
t1, v1, w1 = (c @ hg[key] @ c for key in ("kin", "pot", "W"))
small = np.array([[v1, np.sqrt(2 * mc2 * t1)],
                  [np.sqrt(2 * mc2 * t1), 2 * mc2 * w1 / t1 - 2 * mc2]])
E_first = np.linalg.eigvalsh(small)[1]
E_first_formula = mc2 * (np.sqrt(1 + a**2) - 1 - a**2)
assert abs(E_first - E_first_formula) < 10.0  # 1e-4 of the level: basis error


# Difference of the X2C and Schroedinger tails at momentum q
def tail_difference(q):
    eps = np.sqrt(1 + q * q)
    return 1 / ((eps + 1) * (1 + np.sqrt(2 * eps / (eps + 1))))


def free_tail_difference(q):
    """Same, for the free-particle transformation with V to first order."""
    eps = np.sqrt(1 + q * q)
    A = np.sqrt((eps + 1) / (2 * eps))
    return ((eps**2 + 4 * eps - 1)
            / (2 * eps * (eps + 1) * (A * (eps + 1) + 2)))


def coefficient(difference):
    return 8 / np.pi * quad(
        lambda q: difference(q)**2 / (np.sqrt(1 + q * q) + 1),
        0, np.inf, epsabs=1e-12)[0]


# Tail against a decoupled Dirac matrix with two momenta, 0 and q, weakly
# coupled by v; order of states: large(0), large(q), small(0), small(q)
v = 1e-5
for q in (0.5, 1.0, 3.0):
    two = np.array([[0, v, 0, 0], [v, 0, 0, q],
                    [0, 0, -2, v], [0, q, v, -2]], dtype=float)
    vectors = np.linalg.eigh(two)[1][:, 2:]
    left, _, right = np.linalg.svd(vectors[:2, :])
    state = (left @ right)[:, 0]
    tail = -state[1] / (v * state[0])
    assert abs(tail - 2 / q**2 - tail_difference(q)) < 1e-6

# Weak-field coefficient against extrapolated matrix calculations
K = coefficient(tail_difference)
K_free = coefficient(free_tail_difference)
Z_scan = np.array([2, 3, 4, 5, 6, 8])
a_scan = Z_scan * alpha
reduced = np.array([solve_ion(int(z))["dE"] for z in Z_scan]) / (mc2 * a_scan**5)
K_fit = np.polyfit(a_scan, reduced - a_scan * np.log(1 / a_scan) / 4, 2)[-1]
K_nolog = np.polyfit(a_scan, reduced, 2)[-1]
assert abs(K_fit / K - 1) < 0.02        # truncated series in a and ln a

# Release primitives one by one beside the contracted function
space = [c]
released = []
for _ in range(3):
    trials = []
    for k in range(n):
        Q, _r = np.linalg.qr(np.column_stack(space + [hg["chol_S"][k, :]]))
        trials.append(np.linalg.eigvalsh(Q.T @ h @ Q)[0] if
                      abs(_r[-1, -1]) > 1e-6 else np.inf)
    best = int(np.argmin(trials))
    space.append(hg["chol_S"][best, :])
    released.append((hg["zeta"][best] * a0**2, trials[best] - E0))
assert dE > released[0][1] > released[1][1] > released[2][1] > -0.05

# Neglected effects
finite = solve_ion(Z, rms=rms)
screened = solve_ion(Z - 5 / 16)
lost = 1 - hg["weights"][0]
terms = hg["weights"] * (hg["E"] - E0)

print(f"m c^2 = {mc2:.2f} eV")
print(f"Z = {Z}, Z*alpha = {a:.6f}")
print(f"number of s primitives = {n}, exponent ratio = 2")
print(f"smallest exponent = {hg['zeta'][0]*a0**2:.1f} a0^-2")
print(f"largest exponent = {hg['zeta'][-1]*a0**2:.3e} a0^-2")
print(f"nonrelativistic 1s, basis = {hg['e_nr']:.2f} eV")
print(f"nonrelativistic 1s, closed form = {nr_exact:.2f} eV")
print(f"Dirac 1s, closed form = {dirac_exact:.2f} eV")
print(f"uncontracted X2C 1s = {E0:.2f} eV")
print(f"contracted X2C 1s = {E_contracted:.2f} eV")
print(f"contracted, Eriksen route = {E_eriksen:.2f} eV")
print(f"upward contraction error = {dE:.2f} eV")
print(f"upward contraction error = {dE/hartree:.3f} hartree")
print(f"error / |uncontracted energy| = {100*dE/abs(E0):.3f} %")
print(f"error / relativistic lowering = {100*dE/(hg['e_nr']-E0):.2f} %")
print(f"error in the second basis = {other['dE']:.2f} eV")
print(f"weight outside relativistic 1s = {100*lost:.4f} %")
print(f"mean excitation of that weight = {dE/lost:.0f} eV")
print(f"error share from E_k > 0 = {100*terms[hg['E']>0].sum()/dE:.2f} %")
print(f"error share from E_k > m c^2 = {100*terms[hg['E']>mc2].sum()/dE:.2f} %")
print(f"contract first, numerical = {E_first:.2f} eV")
print(f"contract first, closed form = {E_first_formula:.2f} eV")
print(f"contract first, minus X2C 1s = {E_first-E0:.2f} eV")
for count, (expo, left_over) in enumerate(released, 1):
    print(f"released {count}: exponent {expo:.4g} a0^-2, error {left_over:.2f} eV")
for name, charge in (("Zn", 30), ("Cd", 48)):
    print(f"error for one-electron {name} (Z={charge}) = "
          f"{solve_ion(charge)['dE']:.3f} eV")
print(f"K from momentum integral = {K:.5f}")
print(f"K extrapolated, log removed = {K_fit:.5f}")
print(f"K extrapolated, log ignored = {K_nolog:.5f}")
print(f"coefficient with free-particle transformation = {K_free:.5f}")
for z, value in zip(Z_scan, reduced):
    print(f"dE/(m c^2 a^5) at Z={z}: {value:.5f}")
print(f"dE/(m c^2 a^5) at Z={Z}: {dE/(mc2*a**5):.5f}")
print(f"K a^5 m c^2 for Hg = {K*a**5*mc2:.1f} eV")
print(f"log term for Hg = {a**6*np.log(1/a)/4*mc2:.1f} eV")
print(f"assumed nuclear rms radius = {rms*1e3:.1f} fm (rough)")
print(f"nuclear-size shift of X2C 1s = {finite['E'][0]-E0:.2f} eV")
print(f"contraction error, finite nucleus = {finite['dE']:.2f} eV")
print(f"QED scale (alpha/pi) a^4 m c^2 = {alpha/np.pi*a**4*mc2:.0f} eV")
recoil = abs(E0) * sc.m_e / (200 * sc.atomic_mass)
print(f"recoil scale, mass 200 u = {recoil:.2f} eV")
print(f"1s-1s repulsion, nonrelativistic = {5/8*Z*hartree:.0f} eV")
print(f"contraction error at Z-5/16 = {screened['dE']:.2f} eV")
print("finished without a failed check")
```

Printed output:

```
m c^2 = 510998.95 eV
Z = 80, Z*alpha = 0.583788
number of s primitives = 33, exponent ratio = 2
smallest exponent = 96.0 a0^-2
largest exponent = 4.123e+11 a0^-2
nonrelativistic 1s, basis = -87076.44 eV
nonrelativistic 1s, closed form = -87076.44 eV
Dirac 1s, closed form = -96115.84 eV
uncontracted X2C 1s = -96115.84 eV
contracted X2C 1s = -90437.68 eV
contracted, Eriksen route = -90437.68 eV
upward contraction error = 5678.16 eV
upward contraction error = 208.668 hartree
error / |uncontracted energy| = 5.908 %
error / relativistic lowering = 62.82 %
error in the second basis = 5678.16 eV
weight outside relativistic 1s = 2.9996 %
mean excitation of that weight = 189298 eV
error share from E_k > 0 = 85.60 %
error share from E_k > m c^2 = 16.51 %
contract first, numerical = -93449.31 eV
contract first, closed form = -93449.31 eV
contract first, minus X2C 1s = 2666.53 eV
released 1: exponent 4.915e+04 a0^-2, error 2762.65 eV
released 2: exponent 6144 a0^-2, error 1648.52 eV
released 3: exponent 7.864e+05 a0^-2, error 537.89 eV
error for one-electron Zn (Z=30) = 39.497 eV
error for one-electron Cd (Z=48) = 420.294 eV
K from momentum integral = 0.11536
K extrapolated, log removed = 0.11536
K extrapolated, log ignored = 0.11910
coefficient with free-particle transformation = 0.16468
dE/(m c^2 a^5) at Z=2: 0.12633
dE/(m c^2 a^5) at Z=3: 0.12968
dE/(m c^2 a^5) at Z=4: 0.13247
dE/(m c^2 a^5) at Z=5: 0.13484
dE/(m c^2 a^5) at Z=6: 0.13690
dE/(m c^2 a^5) at Z=8: 0.14031
dE/(m c^2 a^5) at Z=80: 0.16387
K a^5 m c^2 for Hg = 3997.1 eV
log term for Hg = 2721.8 eV
assumed nuclear rms radius = 5.5 fm (rough)
nuclear-size shift of X2C 1s = 54.76 eV
contraction error, finite nucleus = 5626.80 eV
QED scale (alpha/pi) a^4 m c^2 = 138 eV
recoil scale, mass 200 u = 0.26 eV
1s-1s repulsion, nonrelativistic = 1361 eV
contraction error at Z-5/16 = 5563.10 eV
finished without a failed check
```
